**Lanczos and degeneracy: exact termination, blocks and false copies**

For a Hermitian matrix $H$ with spectral projectors $P_\lambda$ and multiplicities $g_\lambda$, a completed Lanczos run from $v$ finds each eigenvalue with $P_\lambda v\ne0$ once. A block $V$ of $p$ columns finds it $\operatorname{rank}(P_\lambda V)\le\min(p,g_\lambda)$ times. The program runs the recurrence in rational arithmetic for hopping on a cube, whose levels have multiplicities 1, 3, 3, 1, and compares the results with direct diagonalization. It asserts that the single-vector run ends after four steps, that its characteristic polynomial is the minimal polynomial of $H$, and that blocks of one to four columns give the predicted multiplicities. It also asserts that a nondegenerate $4\times4$ matrix with the same weights yields the same tridiagonal matrix, and that orthogonal restarts recover all eight states. With slightly unequal hoppings the run takes eight steps, and the fourth off-diagonal coefficient halves when the hopping difference is halved. In a separate double-precision run, a simple eigenvalue appears three times without reorthogonalization and once with it.

## Verification by program

```python
"""Lanczos and degeneracy in exact arithmetic.

Result under test: for symmetric H with spectral projectors P_lam, Lanczos from
one vector v finds each eigenvalue with P_lam v != 0 exactly once; a block V of
p columns finds lam exactly rank(P_lam V) <= min(p, g_lam) times, where g_lam is
the multiplicity. An unreduced tridiagonal T has only simple eigenvalues.
Model: H = -t A, hopping on the 8 corners of a cube. Matrices are in units of t;
printed energies are in hartree. Rational arithmetic makes termination exact.
"""
from fractions import Fraction
import numpy as np
import sympy as sp
from mpmath import mp

HOP = 0.1  # hopping t in hartree, a chosen model parameter


def rational(values):
    return np.array([Fraction(x) for x in values], dtype=object)


def cube(hx, hy, hz):
    """Hopping matrix on the cube; corner labels are three-bit numbers."""
    H = np.array([[Fraction(0)] * 8 for _ in range(8)], dtype=object)
    for i in range(8):
        for bit, h in enumerate((hx, hy, hz)):
            H[i, i ^ (1 << bit)] = -Fraction(h)
    return H


def three_term(H, v):
    """Exact unnormalised Lanczos; returns alpha_k and beta_k squared."""
    alphas, beta_sq = [], []
    previous, q, b = v * Fraction(0), v, Fraction(0)
    while True:
        norm = q.dot(q)
        Hq = H.dot(q)
        a = q.dot(Hq) / norm
        alphas.append(a)
        following = Hq - q * a - previous * b
        b = following.dot(following) / norm
        if b == 0:
            return alphas, beta_sq
        beta_sq.append(b)
        previous, q = q, following


def exact_krylov(H, starts):
    """Exact orthogonal basis of the (block) Krylov space, with deflation."""
    basis, queue = [], list(starts)
    while queue:
        w = queue.pop(0)
        for q in basis:
            w = w - q * (q.dot(w) / q.dot(q))
        if any(x != 0 for x in w):
            basis.append(w)
            queue.append(H.dot(w))
    return basis


def ritz(H, starts):
    """Exact projected matrix, Ritz values and Ritz vectors."""
    basis = exact_krylov(H, starts)
    M = [[a.dot(H.dot(b)) for b in basis] for a in basis]
    Q = np.array([[float(x) for x in q] for q in basis]).T
    norms = np.linalg.norm(Q, axis=0)
    T = np.array([[float(x) for x in row] for row in M]) / np.outer(norms, norms)
    values, vectors = np.linalg.eigh(T)
    return M, values, (Q / norms) @ vectors


def tridiagonal(alphas, betas):
    return np.diag(alphas) + np.diag(betas, 1) + np.diag(betas, -1)


def float_lanczos(H, v, steps, reorthogonalize=False):
    """Double-precision Lanczos; returns alphas, betas and the vectors."""
    Q = [v / np.linalg.norm(v)]
    alphas, betas = [], []
    for k in range(steps):
        w = H @ Q[k]
        if k > 0:
            w = w - betas[-1] * Q[k - 1]
        alphas.append(Q[k] @ w)
        w = w - alphas[-1] * Q[k]
        if reorthogonalize:
            for _ in range(2):
                for q in Q:
                    w = w - (q @ w) * q
        if k < steps - 1:
            betas.append(np.linalg.norm(w))
            Q.append(w / betas[-1])
    return np.array(alphas), np.array(betas), np.array(Q).T


def count_at(values, level, tol=1e-8):
    return int(np.sum(np.abs(np.asarray(values) - level) < tol))


def text(values, digits=6):
    return ", ".join(f"{x:.{digits}f}" for x in values)


# Full spectrum of the cube by direct diagonalization
H = cube(1, 1, 1)
Hf = H.astype(float)
all_values, all_vectors = np.linalg.eigh(Hf)
levels = np.unique(np.round(all_values, 9))
mult = [count_at(all_values, e) for e in levels]
projectors = []
for e in levels:
    U = all_vectors[:, np.abs(all_values - e) < 1e-8]
    projectors.append(U @ U.T)
print("hopping t (hartree):", HOP)
print("cube levels (hartree):", text(HOP * levels, 3))
print("true multiplicities:", mult)

# Single-vector Lanczos
v = rational([1, 2, 0, -1, 3, 1, -2, 3])
vf = v.astype(float)
alphas, beta_sq = three_term(H, v)
af = np.array([float(a) for a in alphas])
bf = np.sqrt(np.array([float(b) for b in beta_sq]))
T = tridiagonal(af, bf)
theta, u = np.linalg.eigh(T)
assert len(alphas) == len(levels) == 4
assert np.allclose(theta, levels, atol=1e-10)
print("start vector v:", [int(x) for x in v])
print("single-vector steps until exact zero:", len(alphas))
print("alpha_k (hartree):", text(HOP * af))
print("beta_k (hartree):", text(HOP * bf))
print("Ritz values (hartree):", text(HOP * theta))

# det(x - T) against the square-free part of the characteristic polynomial
x = sp.symbols("x")
older, newer = sp.Integer(0), sp.Integer(1)
for k, a in enumerate(alphas):
    b = beta_sq[k - 1] if k > 0 else Fraction(0)
    a_s = sp.Rational(a.numerator, a.denominator)
    b_s = sp.Rational(b.numerator, b.denominator)
    older, newer = newer, sp.expand((x - a_s) * newer - b_s * older)
char_expr = sp.Matrix(8, 8, lambda i, j: int(H[i, j])).charpoly(x).as_expr()
char_poly = sp.Poly(char_expr, x, domain="QQ")
minimal = char_poly.quo(char_poly.gcd(char_poly.diff(x))).monic()
assert sp.expand(minimal.as_expr() - newer) == 0
print("det(x - T), energy in units of t:", newer)
print("det(x - H), energy in units of t:", sp.factor(char_expr))

# Weights and returned eigenvectors
weights = np.array([vf @ P @ vf for P in projectors]) / (vf @ vf)
assert np.allclose(u[0] ** 2, weights, atol=1e-10)
_, values_v, vectors_v = ritz(H, [v])
for k, P in enumerate(projectors):
    target = P @ vf / np.linalg.norm(P @ vf)
    assert abs(abs(target @ vectors_v[:, k]) - 1) < 1e-10
print("weights of v on the levels:", text(weights))

# A nondegenerate 4x4 matrix with the same weights gives the same T
a4, b4, _ = float_lanczos(np.diag(levels), np.sqrt(weights), 4)
twin_difference = max(np.max(np.abs(a4 - af)), np.max(np.abs(b4 - bf)))
assert twin_difference < 1e-9
print(f"largest difference from T of 4x4 twin (hartree): {HOP*twin_difference:.1e}")

# Derivative of det(x - T) times end components equals the product of betas
for i in range(4):
    slope = np.prod([theta[i] - theta[j] for j in range(4) if j != i])
    assert abs(slope * u[0, i] * u[-1, i] - np.prod(bf)) < 1e-9
gap_bound = 2 * np.prod(bf) / (theta[-1] - theta[0]) ** 2
assert np.min(np.diff(theta)) >= gap_bound
print(f"lower bound on gaps of T (hartree): {HOP*gap_bound:.6f}")
print(f"smallest gap of T (hartree): {HOP*np.min(np.diff(theta)):.6f}")

# Blocks of one to four columns
corners = [rational([int(i == j) for i in range(8)]) for j in range(3)]
columns = [v] + corners
for p in range(1, 5):
    block = columns[:p]
    M, values, _ = ritz(H, block)
    n = len(values)
    assert all(M[i][j] == 0 for i in range(n) for j in range(n) if abs(i - j) > p)
    found = [count_at(values, e) for e in levels]
    V = np.array([c.astype(float) for c in block]).T
    ranks = [int(np.linalg.matrix_rank(P @ V, tol=1e-9)) for P in projectors]
    assert found == ranks == [min(p, g) for g in mult]
    assert n == sum(ranks)
    print(f"block size {p}: dimension {n}, multiplicities found {found}")

# A defective block and symmetric single starts
_, values, _ = ritz(H, [v, H.dot(v)])
found = [count_at(values, e) for e in levels]
assert found == [1, 1, 1, 1] and len(values) == 4
print("defective block {v, Hv}: multiplicities found", found)
odd = rational([1, 0, 0, 0, 0, 0, 0, -1])
for name, start in (("uniform", rational([1] * 8)), ("corner 0 minus corner 7", odd)):
    _, values, _ = ritz(H, [start])
    sf = start.astype(float)
    seen = [e for e, P in zip(levels, projectors) if np.linalg.norm(P @ sf) > 1e-9]
    assert len(seen) == len(values) < 4 and np.allclose(values, seen)
    print(f"start {name}: levels found (hartree): {text(HOP*values, 3)}")

# Restarts orthogonal to everything already found
collected, sizes, restart_values = [], [], []
for start in columns[:3]:
    w = start
    for q in collected:
        w = w - q * (q.dot(w) / q.dot(q))
    new_basis = exact_krylov(H, [w])
    restart_values.extend(ritz(H, [w])[1])
    sizes.append(len(new_basis))
    collected.extend(new_basis)
assert sum(sizes) == 8
assert np.allclose(np.sort(restart_values), all_values, atol=1e-9)
print("dimensions of successive orthogonal restarts:", sizes)

# Eigenvectors from two different starts
_, values_c, vectors_c = ritz(H, [corners[0]])
assert np.allclose(values_c, values_v)
overlaps = np.abs(np.sum(vectors_v * vectors_c, axis=0))
for g, s in zip(mult, overlaps):
    assert (abs(s - 1) < 1e-10) if g == 1 else (s < 0.999)
print("overlaps of eigenvectors, starts v and corner 0:", text(overlaps))

# Slightly unequal hoppings t, t+d, t+2d lift the degeneracy
couplings = []
for d in (Fraction(1, 1000), Fraction(1, 2000)):
    Hd = cube(1, 1 + d, 1 + 2 * d)
    a_d, b_d = three_term(Hd, v)
    exact_levels = np.linalg.eigvalsh(Hd.astype(float))
    assert np.min(np.diff(exact_levels)) > 1e-4
    assert len(a_d) == 8
    couplings.append(float(b_d[3]) ** 0.5)
    print(f"hopping step d = {HOP*float(d):.1e} hartree: steps {len(a_d)}, "
          f"beta_4 = {HOP*couplings[-1]:.4e} hartree")
ratio = couplings[0] / couplings[1]
assert abs(ratio - 2) < 0.02  # linear law holds up to relative order d/t
print(f"ratio of the two beta_4: {ratio:.5f}")

# Floating point: copies of a simple eigenvalue
diagonal = np.append(np.linspace(0, 1, 99), 3.0)
D, steps = np.diag(diagonal), 50
a_g, b_g, Q_g = float_lanczos(D, np.ones(100), steps)
a_r, b_r, Q_r = float_lanczos(D, np.ones(100), steps, True)
copies = count_at(np.linalg.eigvalsh(tridiagonal(a_g, b_g)), 3.0)
clean = count_at(np.linalg.eigvalsh(tridiagonal(a_r, b_r)), 3.0)
loss = np.max(np.abs(Q_g.T @ Q_g - np.eye(steps)))
loss_r = np.max(np.abs(Q_r.T @ Q_r - np.eye(steps)))
assert count_at(diagonal, 3.0) == 1 and copies >= 2 and clean == 1
assert loss > 0.1 and loss_r < 1e-12
print("diagonal test matrix: size", len(diagonal), "steps", steps)
print("true multiplicity of its top eigenvalue:", count_at(diagonal, 3.0))
print("copies without reorthogonalization:", copies)
print("copies with full reorthogonalization:", clean)
print(f"largest orthogonality error without / with: {loss:.2e} / {loss_r:.1e}")

# The stored T is unreduced, so its copies must differ: resolve the splitting
mp.dps = 80
T_mp = mp.matrix(steps, steps)
for k in range(steps):
    T_mp[k, k] = mp.mpf(float(a_g[k]))
    if k < steps - 1:
        T_mp[k, k + 1] = T_mp[k + 1, k] = mp.mpf(float(b_g[k]))
fine = sorted(mp.eigsy(T_mp, eigvals_only=True))
splitting = fine[-1] - fine[-2]
product = mp.mpf(1)
for b in b_g:
    product *= mp.mpf(float(b))
bound = 2 * product / (fine[-1] - fine[0]) ** (steps - 2)
assert bound > mp.mpf(10) ** (-74) and splitting >= bound
print("splitting of top two copies (dimensionless):", mp.nstr(splitting, 4))
print("guaranteed lower bound (dimensionless):", mp.nstr(bound, 4))

print("all tests passed")
```

It prints:

```
hopping t (hartree): 0.1
cube levels (hartree): -0.300, -0.100, 0.100, 0.300
true multiplicities: [1, 3, 3, 1]
start vector v: [1, 2, 0, -1, 3, 1, -2, 3]
single-vector steps until exact zero: 4
alpha_k (hartree): 0.027586, 0.010769, -0.061604, 0.023249
beta_k (hartree): 0.232522, 0.166406, 0.125045
Ritz values (hartree): -0.300000, -0.100000, 0.100000, 0.300000
det(x - T), energy in units of t: x**4 - 10*x**2 + 9
det(x - H), energy in units of t: (x - 3)*(x - 1)**3*(x + 1)**3*(x + 3)
weights of v on the levels: 0.211207, 0.288793, 0.150862, 0.349138
largest difference from T of 4x4 twin (hartree): 1.0e-16
lower bound on gaps of T (hartree): 0.026880
smallest gap of T (hartree): 0.200000
block size 1: dimension 4, multiplicities found [1, 1, 1, 1]
block size 2: dimension 6, multiplicities found [1, 2, 2, 1]
block size 3: dimension 8, multiplicities found [1, 3, 3, 1]
block size 4: dimension 8, multiplicities found [1, 3, 3, 1]
defective block {v, Hv}: multiplicities found [1, 1, 1, 1]
start uniform: levels found (hartree): -0.300
start corner 0 minus corner 7: levels found (hartree): -0.100, 0.300
dimensions of successive orthogonal restarts: [4, 2, 2]
overlaps of eigenvectors, starts v and corner 0: 1.000000, 0.070535, 0.878310, 1.000000
hopping step d = 1.0e-04 hartree: steps 8, beta_4 = 2.2788e-04 hartree
hopping step d = 5.0e-05 hartree: steps 8, beta_4 = 1.1394e-04 hartree
ratio of the two beta_4: 1.99998
diagonal test matrix: size 100 steps 50
true multiplicity of its top eigenvalue: 1
copies without reorthogonalization: 3
copies with full reorthogonalization: 1
largest orthogonality error without / with: 7.47e-01 / 6.7e-16
splitting of top two copies (dimensionless): 6.981e-16
guaranteed lower bound (dimensionless): 2.44e-50
all tests passed
```
